# Wannier interpolation of the Berry curvature: curl, D-A and D-D terms

**Setting.** A crystal has a one-electron Hamiltonian $H$, and $H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$ acts on cell-periodic functions. For any set of orthonormal cell-periodic functions $|u_n(\mathbf k)\rangle$, with $\partial_a=\partial/\partial k_a$ and inner products taken over one cell, the connection and curvature matrices are
$$A_{nm,a}=i\langle u_n|\partial_a u_m\rangle,\qquad \Omega_{nm,ab}=i\langle\partial_a u_n|\partial_b u_m\rangle-i\langle\partial_b u_n|\partial_a u_m\rangle .$$
The wanted quantity is $\Omega_{ab}(\mathbf k)=\sum_n f_n\Omega_{nn,ab}$ for the Bloch eigenstates with occupations $f_n$, at arbitrary $\mathbf k$, from data on a coarse mesh. The data are $M$ Wannier functions per cell, $|\mathbf Rn\rangle$, orthonormal and localized, which define the Wannier frame
$$|u^W_n(\mathbf k)\rangle=\sum_{\mathbf R}e^{-i\mathbf k\cdot(\mathbf r-\mathbf R)}|\mathbf Rn\rangle .$$
Rydberg atomic units are used ($\hbar=1$, $m=1/2$, lengths in bohr).

**(a) Express $H^W_{nm}=\langle u^W_n|H_{\mathbf k}|u^W_m\rangle$, $A^W_a$ and $\Omega^W_{ab}$ through real-space matrix elements.**

*Solution.* An inner product over one cell is $1/N_c$ times the one over a crystal of $N_c$ cells. For the Hamiltonian the factors $e^{\mp i\mathbf k\cdot\mathbf r}$ cancel against those in $H_{\mathbf k}$, leaving $N_c^{-1}\sum_{\mathbf R'\mathbf R}e^{i\mathbf k\cdot(\mathbf R-\mathbf R')}\langle\mathbf R'n|H|\mathbf Rm\rangle$. The element depends on $\mathbf R-\mathbf R'$ alone, so one sum gives $N_c$:
$$H^W_{nm}=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\langle\mathbf 0n|H|\mathbf Rm\rangle,\qquad \partial_aH^W_{nm}=\sum_{\mathbf R}iR_a\,e^{i\mathbf k\cdot\mathbf R}\langle\mathbf 0n|H|\mathbf Rm\rangle .$$
For the connection, $\partial_a$ brings down $-i(r_a-R_a)$, and $i\cdot(-i)=1$:
$$A^W_{nm,a}=\frac1{N_c}\sum_{\mathbf R'\mathbf R}e^{i\mathbf k\cdot(\mathbf R-\mathbf R')}\langle\mathbf R'n|r_a-R_a|\mathbf Rm\rangle .$$
Translating both functions by $-\mathbf R'$ turns the element into $\langle\mathbf 0n|r_a-R''_a|\mathbf R''m\rangle$ with $\mathbf R''=\mathbf R-\mathbf R'$. The piece $R''_a\langle\mathbf 0n|\mathbf R''m\rangle$ vanishes, by orthogonality for $\mathbf R''\ne0$ and through the prefactor for $\mathbf R''=0$. Hence
$$A^W_{nm,a}=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\langle\mathbf 0n|r_a|\mathbf Rm\rangle .$$
Since $\partial_aA_{nm,b}=i\langle\partial_au_n|\partial_bu_m\rangle+i\langle u_n|\partial_a\partial_bu_m\rangle$ and the last term is symmetric in $a,b$, the curvature matrix of a differentiable frame is the curl of its connection:
$$\Omega^W_{nm,ab}=\partial_aA^W_{nm,b}-\partial_bA^W_{nm,a}=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\,i\big(R_a\langle\mathbf 0n|r_b|\mathbf Rm\rangle-R_b\langle\mathbf 0n|r_a|\mathbf Rm\rangle\big).$$
All these matrices are periodic in $\mathbf k$. On an $N\times N$ mesh the inverse transform returns not $\langle\mathbf 0n|H|\mathbf Rm\rangle$ but its sum over $\mathbf R+\mathbf T$, with $\mathbf T$ the supercell vectors, because $e^{i\mathbf k\cdot\mathbf T}=1$ on the mesh. Assigning each such sum to the image with the shortest distance between the two centres makes an error in $H^W$ and $A^W$ of the size of the elements at about half the supercell length; in $\partial_aH^W$ and $\Omega^W$ the factor $R_a$ multiplies it by roughly that length. This folding error is therefore set by the decay of the Wannier functions, and not by how sharply $\Omega_{ab}(\mathbf k)$ itself varies. Errors in the real-space elements themselves, such as those of the position quadrature, come on top of it. In $\Omega_{ab}$ both can be magnified where an occupied and an empty band come close, through the energy denominators found in (b).

**(b) Let $U(\mathbf k)$ diagonalize $H^W$, $U^\dagger H^WU=E$, set $|u^H_n\rangle=\sum_m|u^W_m\rangle U_{mn}$, and write $\bar X=U^\dagger X^WU$. Find $A^H_a$ and the matrix $D_a=U^\dagger\partial_aU$.**

*Solution.* Treat $|u\rangle$ as a row of $M$ kets, so that $|u^H\rangle=|u^W\rangle U$. The product rule, with $\partial_aU=UD_a$, gives
$$|\partial_au^H\rangle=|\partial_au^W\rangle U+|u^H\rangle D_a .$$
Differentiating $U^\dagger U=1$ gives $D_a^\dagger+D_a=0$, so $D_a$ is anti-Hermitian. Acting with $i\langle u^H|=iU^\dagger\langle u^W|$,
$$A^H_a=\bar A_a+iD_a .$$
To find $D_a$, differentiate $H^WU=UE$ and multiply by $U^\dagger$ from the left. With $\bar H_a=U^\dagger(\partial_aH^W)U$ and $U^\dagger H^W=EU^\dagger$ this reads $\bar H_a+ED_a=D_aE+\partial_aE$. The diagonal elements give the band velocity, $\partial_aE_n=\bar H_{nn,a}$. The off-diagonal ones give $\bar H_{nm,a}+(E_n-E_m)D_{nm,a}=0$, so for $E_n\neq E_m$
$$D_{nm,a}=\frac{\bar H_{nm,a}}{E_m-E_n}.$$
The diagonal of $D_a$ is left open. Multiplying column $n$ of $U$ by $e^{i\theta_n(\mathbf k)}$ adds $i\partial_a\theta_n$ to $D_{nn,a}$, so at a given $\mathbf k$ it can be set to any imaginary value. The rapid variation of the eigenstates near small gaps sits in $D_a$, which needs no numerical derivative.

**(c) Find the matrix $\Omega^H_{ab}$, and decide whether its diagonal depends on the diagonal of $D$.**

*Solution.* From the definition, $\langle u^W|\partial_bu^W\rangle=-iA^W_b$, and the adjoint with $A^W$ Hermitian is $\langle\partial_au^W|u^W\rangle=+iA^W_a$. The bra of (b) is $\langle\partial_au^H|=U^\dagger\langle\partial_au^W|-D_a\langle u^H|$. The product $i\langle\partial_au^H|\partial_bu^H\rangle$ has four terms:

- $iU^\dagger\langle\partial_au^W|\partial_bu^W\rangle U$;
- $iU^\dagger\langle\partial_au^W|u^W\rangle UD_b=i(i\bar A_a)D_b=-\bar A_aD_b$;
- $-iD_aU^\dagger\langle u^W|\partial_bu^W\rangle U=-iD_a(-i\bar A_b)=-D_a\bar A_b$;
- $-iD_aD_b$.

Subtract the same with $a\leftrightarrow b$. The first becomes $\bar\Omega_{ab}$. The middle two give $-\bar A_aD_b-D_a\bar A_b+\bar A_bD_a+D_b\bar A_a$, which groups into two commutators:
$$\Omega^H_{ab}=\bar\Omega_{ab}-[D_a,\bar A_b]+[D_b,\bar A_a]-i[D_a,D_b].$$
For any matrices, $[X,Y]_{nn}=\sum_m(X_{nm}Y_{mn}-Y_{nm}X_{mn})$, and the term $m=n$ cancels. Diagonal elements of $D$ therefore do not enter $\Omega^H_{nn}$, which is the curvature of band $n$, while they do enter the off-diagonal elements of $\Omega^H$. A single band still needs $D_{nm}$ for every $m\ne n$, and these grow without bound as $E_m\to E_n$ when $\bar H_{nm,a}\neq0$.

**(d) Sum the diagonal with the occupations. Which pairs of bands survive?**

*Solution.* Exchanging the names $n\leftrightarrow m$ in the second half of the commutator,
$$\sum_nf_n[X,Y]_{nn}=\sum_{nm}f_nX_{nm}Y_{mn}-\sum_{nm}f_mX_{nm}Y_{mn}=\sum_{nm}(f_n-f_m)X_{nm}Y_{mn}.$$
The three commutators of (c) carry the factors $-1$, $+1$, $-i$, and the result is the Wang-Yates-Souza-Vanderbilt formula
$$\Omega_{ab}=\sum_nf_n\bar\Omega_{nn,ab}+\sum_{nm}(f_m-f_n)\big(D_{nm,a}\bar A_{mn,b}-D_{nm,b}\bar A_{mn,a}\big)+i\sum_{nm}(f_m-f_n)D_{nm,a}D_{mn,b},$$
whose parts are called the curl, D-A and D-D terms. Pairs with $f_n=f_m$ drop out of the two D terms. For $f\in\{0,1\}$ the survivors join an occupied $v$ to an empty $c$. The ordering $(n,m)=(v,c)$ has weight $-1$ and $(c,v)$ has weight $+1$. Using $D_{cv}=-D_{vc}^*$ and $\bar A_{vc}=\bar A_{cv}^*$, the two orderings of a D-A product $z=D_{vc,a}\bar A_{cv,b}$ add to $-z-z^*$. For D-D, with $w=D_{vc,a}D_{vc,b}^*$, they add to $iw-iw^*=-2\,\mathrm{Im}\,w$. Thus
$$\Omega_{ab}=\sum_v\bar\Omega_{vv,ab}-2\,\mathrm{Re}\sum_{vc}\big(D_{vc,a}\bar A_{cv,b}-D_{vc,b}\bar A_{cv,a}\big)-2\,\mathrm{Im}\sum_{vc}D_{vc,a}D^*_{vc,b}.$$
The last term equals $-2\,\mathrm{Im}\sum_{vc}\bar H_{vc,a}\bar H_{cv,b}/(E_c-E_v)^2$, a Kubo sum for the matrix $H^W$ alone.

The statement that occupied-empty pairs alone appear has two limits. It concerns the D terms, since the curl term is a trace over occupied states. It also needs integer occupations. With a smooth, strictly decreasing $f(E)$, such as the Fermi-Dirac function, every pair of unequal energy enters, and for a small splitting $\Delta=E_m-E_n$ one has $f_m-f_n\approx f'\Delta$, so the D-A weight $(f_m-f_n)/\Delta$ stays finite and the D-D weight $(f_m-f_n)/\Delta^2$ grows as $1/\Delta$. For integer occupations the formula becomes singular where an occupied and an empty band touch. If all $M$ states are filled, both D terms vanish and $\Omega_{ab}=\mathrm{tr}\,\Omega^W_{ab}$, the curl of the periodic function $\mathrm{tr}A^W$. Its zone integral is zero, so a smooth periodic frame requires zero total Chern number for the whole group.

**(e) What does the curl term contain? Separate the coupling to states inside and outside the Wannier space.**

*Solution.* Insert $1=P+Q$, with $P=|u^W\rangle\langle u^W|$, into $i\langle\partial_au^W|\partial_bu^W\rangle$. The $P$ part is $i(iA^W_a)(-iA^W_b)=iA^W_aA^W_b$. After antisymmetrizing and rotating,
$$\bar\Omega_{ab}=\bar F_{ab}+i[\bar A_a,\bar A_b],\qquad F_{ab}=i\langle\partial_au^W|Q|\partial_bu^W\rangle-(a\leftrightarrow b).$$
Expanding $i[\bar A_a+iD_a,\bar A_b+iD_b]$ gives $i[\bar A_a,\bar A_b]-[\bar A_a,D_b]-[D_a,\bar A_b]-i[D_a,D_b]$, and $-[\bar A_a,D_b]=[D_b,\bar A_a]$. Comparison with (c) shows
$$\Omega^H_{ab}=\bar F_{ab}+i[A^H_a,A^H_b].$$
To identify the two parts, suppose the $M$ states are true eigenstates of $H_{\mathbf k}$. Differentiating $H_{\mathbf k}|u_n\rangle=E_n|u_n\rangle$ and projecting on another eigenstate gives $\langle u_m|\partial_au_n\rangle=v_{mn,a}/(E_n-E_m)$ with $v_a=\partial_aH_{\mathbf k}$. Inserting the complete set in the definition yields the Kubo sum
$$\Omega_{nn,ab}=-2\,\mathrm{Im}\sum_{m\ne n}\frac{v_{nm,a}v_{mn,b}}{(E_n-E_m)^2}.$$
Because $Q|u^H\rangle=0$, (b) gives $Q|\partial_au^H\rangle=Q|\partial_au^W\rangle U$, so $\bar F_{nn}$ is the part of the Kubo sum with $m$ outside the Wannier space, and the commutator is the part with $m$ inside. The curl term thus holds all coupling to the remote bands, plus an A-A piece that belongs to the inner sum and, by (d), runs over pairs of unequal $f$.

**(f) Are the three terms separately meaningful? Must all $M$ states be Bloch eigenstates?**

*Solution.* Change the frame to $|u^W\rangle W(\mathbf k)$ with $W$ unitary. Then $H^W\to W^\dagger H^WW$ and $U\to W^\dagger U$, so $|u^H\rangle$, $A^H$ and the sum are unchanged, while $D_a\to D_a+U^\dagger W(\partial_aW^\dagger)U$. For $W=\mathrm{diag}\,e^{i\mathbf k\cdot\boldsymbol\tau_n}$, with $\boldsymbol\tau_n$ the Wannier centres, $W\partial_aW^\dagger=-i\tau_a$, so $D_a\to D_a-i\bar\tau_a$ and $\bar A_a\to\bar A_a-\bar\tau_a$. This site-centred gauge, which is not periodic in $\mathbf k$, removes the centres from $A^W$ and moves weight between the terms. The separate terms depend on the Wannier gauge.

Parts (c) and (d) used the frame and the matrix $H^W$ but never the eigenvalue equation of $H_{\mathbf k}$. The formula therefore returns the curvature of the columns of $|u^W\rangle U$, whatever they are. If a true eigenstate $|\psi\rangle$ lies in the Wannier space, then $PH_{\mathbf k}|\psi\rangle=E|\psi\rangle$, so it is one of those columns. It suffices that every state with $f\neq0$ lie in the space in a neighbourhood of $\mathbf k$, which is the task of the frozen window in disentanglement. The empty columns may be mixtures of higher bands. Degeneracy within a set of states whose occupations are equal throughout a neighbourhood of $\mathbf k$, as for integer filling, is harmless: applying (c) to a rotation within that set and taking the trace removes all commutators. This does not carry over to a smooth $f(E)$, where the occupations near a touching differ by $f'\Delta$ and the D-D weight of (d) grows as $1/\Delta$. If an occupied eigenstate is not contained in the space, the formula gives the curvature of a different state.

**(g) Integrate over a two-dimensional zone, for an insulator and for a metal, and obtain $\sigma_{xy}$.**

*Solution.* The product rule with $\partial_aU^\dagger=-D_aU^\dagger$ gives $\partial_a\bar A_b=U^\dagger(\partial_aA^W_b)U-[D_a,\bar A_b]$, so
$$\partial_a\bar A_b-\partial_b\bar A_a=\bar\Omega_{ab}-[D_a,\bar A_b]+[D_b,\bar A_a].$$
Curl and D-A terms together are $\sum_nf_n(\partial_a\bar A_{nn,b}-\partial_b\bar A_{nn,a})$. Likewise $\partial_aD_b-\partial_bD_a=D_a^\dagger D_b-D_b^\dagger D_a=-[D_a,D_b]$, so the D-D term is the curvature of the eigenvectors $U$ alone. For an insulator, $\sum_v\bar A_{vv,a}=\mathrm{tr}(\Pi A^W_a)$ with $\Pi$ the projector on the occupied columns of $U$. In a periodic gauge this is smooth and periodic, its curl integrates to zero, and the Chern number $C=\frac1{2\pi}\int\Omega_{xy}\,d^2k$ comes from the D-D term. For a metal with nondegenerate bands and smooth $f(E)$, integration by parts with $\partial_af_n=f'(E_n)\bar H_{nn,a}$ leaves a Fermi-surface term,
$$\int d^2k\,(\text{curl}+\text{D-A})=-\int d^2k\sum_nf'(E_n)\big(\bar H_{nn,x}\bar A_{nn,y}-\bar H_{nn,y}\bar A_{nn,x}\big).$$
For the conductivity, restore $\hbar$. A field drives $\dot{\mathbf k}=-e\boldsymbol{\mathcal E}/\hbar$ for charge $-e$. To first order in $\dot{\mathbf k}$, the Schrödinger equation projected on $|u_m\rangle$ gives the admixture $c_m=-i\hbar\langle u_m|\partial_bu_n\rangle\dot k_b/(E_n-E_m)$. With $v_{nm,a}=(E_n-E_m)\langle\partial_au_n|u_m\rangle$ the velocity changes by $\hbar^{-1}\sum_mv_{nm,a}c_m+\text{c.c.}=-\Omega_{nn,ab}\dot k_b$, where the missing $m=n$ product is real and cancels. Multiplying by $-e$ and summing over states,
$$\sigma_{xy}=-\frac{e^2}{\hbar}\int\frac{d^2k}{(2\pi)^2}\,\Omega_{xy}=-\frac{e^2}{h}\,\frac1{2\pi}\int\Omega_{xy}\,d^2k ,$$
the intrinsic part for independent electrons.

**(h) Evaluate the terms for a continuum model and read the numbers.** Spinless electrons move in two dimensions with $H=(-i\nabla+\mathbf a)^2+V$ on a triangular lattice, $a_0=10$ bohr, with $\mathbf a_1=a_0(1,0)$, $\mathbf a_2=a_0(\tfrac12,\tfrac{\sqrt3}2)$, reciprocal vectors $\mathbf G_1=\mathbf b_1$, $\mathbf G_2=\mathbf b_2$, $\mathbf G_3=-\mathbf b_1-\mathbf b_2$ of length $0.7255$ bohr$^{-1}$,
$$V=V_0\sum_i(\cos\mathbf G_i\cdot\mathbf r-\cos2\mathbf G_i\cdot\mathbf r),\qquad \mathbf a=\beta\sum_i(\hat{\mathbf z}\times\hat{\mathbf G}_i)\sin\mathbf G_i\cdot\mathbf r,$$
$V_0=1$ Ry and $\beta=0.1$ bohr$^{-1}$. The deep wells, where $V=-4$ Ry, form a kagome net; the shallow minima at the lattice points, where $V=0$, lie far above them. The periodic $\mathbf a$ breaks time reversal with zero net flux. The lowest two bands are filled.

*Solution.* The model is solved with 301 plane waves, which defines the reference up to that cutoff. The three lowest bands lie $1.327$ Ry below the fourth on the $10\times10$ mesh. Gaussians of width 1 bohr at $\mathbf a_1/2$, $\mathbf a_2/2$ and $(\mathbf a_2-\mathbf a_1)/2$ are projected on these bands and Löwdin-orthonormalized, and $\langle\mathbf 0n|\mathbf r|\mathbf Rm\rangle$ comes from real-space quadrature. The nearest-neighbour element $\langle\mathbf 01|H|\mathbf 02\rangle$ is $-0.0109\,e^{0.20i}$ Ry, and the largest off-site position element is $0.0078$ bohr. All values are in the numerical output below the text.

At the off-mesh point $\mathbf k_0=0.13\,\mathbf b_1+0.29\,\mathbf b_2$ the interpolated energies are $-1.708465$, $-1.664909$, $-1.649879$ Ry. They differ from the plane-wave ones by $2.5\times10^{-11}$ Ry, while $A^W$ and $\Omega^W$ differ from finite differences of the frame by $4.0\times10^{-7}$ bohr and $9.3\times10^{-7}$ bohr$^2$.

The curl term is $-0.022207-0.081368=-0.10357$ bohr$^2$. The D terms need, in bohr,

- pair (1,3): $D_x=-1.31123+0.07574i$, $D_y=0.29149-1.29523i$, $\bar A_x=0.29533-1.41629i$, $\bar A_y=-1.13914+0.00462i$;
- pair (2,3): $D_x=3.08413-0.51384i$, $D_y=-2.56570-3.20472i$, $\bar A_x=2.05230+1.14060i$, $\bar A_y=-1.41987-0.00348i$,

with $D=D_{v3}$ and $\bar A=\bar A_{3v}$. Below, each product and each sum is rounded separately from unrounded values, so a printed sum can differ by one in its last digit from the sum of the printed parts. For pair (1,3), $\mathrm{Re}\,D_x\bar A_y=1.4937-0.0003=1.4933$ and $\mathrm{Re}\,D_y\bar A_x=0.0861-1.8344=-1.7483$, contributing $-2(3.2417)=-6.483$. For pair (2,3) the same products are $-4.3791-0.0018=-4.3809$ and $-5.2656+3.6553=-1.6103$, contributing $-2(-2.7706)=5.541$. The D-A term is $-0.942$ bohr$^2$. For D-D, $\mathrm{Im}\,D_xD_y^*=-1.6983+0.0221=-1.6763$ and $9.8838+1.3184=11.2021$, so the term is $3.353-22.404=-19.052$ bohr$^2$. The sum is
$$\Omega_{xy}(\mathbf k_0)=-0.1036-0.9421-19.0518=-20.0975\ \text{bohr}^2=-5.628\ \text{Å}^2 .$$
The Kubo sum over the full plane-wave spectrum gives $-20.097488$, equal to the interpolated value in all printed digits, and the Berry phase around a small square, divided by its area, gives $-20.097456$. The band curvatures $-0.89803$, $-19.19946$, $20.10246$ match the Kubo values, and occupations $0.9, 0.6, 0.1$ give $-10.31766$ bohr$^2$ by both routes. The largest absolute error against the Kubo sum, over $\mathbf k_0$ and a second off-mesh point, is $8.6\times10^{-2}$, $2.6\times10^{-5}$ and $1.5\times10^{-6}$ bohr$^2$ for meshes of 2, 5 and 10. The gain from 5 to 10 is much smaller than from 2 to 5; the cause was not tested.

The split of (e) gives an A-A piece of $-0.00076$, so the outer part is $-0.10357+0.00076=-0.10281$ and the inner part $-19.99468$ bohr$^2$, each matching its share of the Kubo sum. The remote bands supply about $0.5\%$ of the total here. With all three bands filled, the curl term $0.00497$ bohr$^2$ is what remains.

In the site-centred gauge the terms become $-0.10280$, $0.05217$, $-20.04686$, with the same sum. The D-A term shrinks because $\bar A$ has lost the centres, which in this model are half a lattice constant long, and keeps the off-site elements. The A-A piece is then quadratic in those small elements, and the curl term nearly equals the outer part.

The condition of (f) is tested with frames differentiated numerically. One band is replaced by the normalized $|u\rangle+\eta\,Q\sin(\mathbf b_1\cdot\mathbf r)|u\rangle$. For the empty band with $\eta=0.5$, $E_3$ rises by $0.1007$ Ry and the terms change to $-1.39963$, $0.26902$, $-18.96688$, yet the sum stays $-20.09749$. For the lowest band with $\eta=0.2$ the sum is $-20.23337$, off by $0.136$ bohr$^2$.

The cancellation of (d) shows when the imaginary part of $\langle\mathbf 0n|H|\mathbf Rm\rangle$ is scaled by $10^{-3}$ in the same frame, which defines a new Hamiltonian on the Wannier space. At the zone corner K the two occupied bands approach to $7.1\times10^{-6}$ Ry, while the empty band stays $0.033$ Ry above. The band curvatures are $\mp3.249\times10^8$ bohr$^2$, through the squared denominator of the (1,2) pair. The pair formula never forms that denominator and gives $-0.003343$ bohr$^2$, as does the Berry phase of the occupied pair around a small square.

On a $60\times60$ interpolation mesh band 2 ends at $-1.6606$ Ry and band 3 begins at $-1.6531$ Ry, so the filling is insulating. The integrals over $2\pi$ are $-0.004478$, $+0.004478$ and $-1.000000$: the first two cancel as (g) requires, although at $\mathbf k_0$ they add to $-1.0457$ bohr$^2$, equal to the numerical curl of $\sum_v\bar A_{vv}$. A link-variable count with the plane-wave states also gives $C=-1$, so $\sigma_{xy}=+e^2/h=38.74\ \mu$S. With the chemical potential at $-1.67155$ Ry, in the middle of band 2, and Fermi-Dirac smearing $k_BT=0.002$ Ry, the integrals are $-0.001620$, $0.002969$, $-0.505216$. Curl and D-A leave $0.001349$, equal to the Fermi-surface form, and $\sigma_{xy}=0.504\,e^2/h=19.5\ \mu$S. This value comes from the interpolation, with no plane-wave zone integral behind it. Keeping D-D alone would err by $0.3\%$ of the total in this model and gauge.

## Numbers as computed

```
a0, trial width: 10.00 1.00 bohr
V0: 1.00 Ry
beta, |G|: 0.1000 0.7255 1/bohr
plane waves: 301  mesh: 10 x 10
gap above the three bands (mesh): 1.3270 Ry
|<0,1|H|0,2>|: 0.010873 Ry
phase of -<0,1|H|0,2>: 0.2006 rad
largest off-site |<0n|r_a|Rm>|: 0.007784 bohr
k0 reduced: 0.13 0.29 
k0: 0.081681 0.163242 1/bohr
E interpolated: -1.708465 -1.664909 -1.649879 Ry
error of E: 2.5e-11 Ry
error of A^W: 4.0e-07 bohr
error of Om^W: 9.3e-07 bohr^2
band curvatures, Wannier: -0.89803 -19.19946 20.10246 bohr^2
band curvatures, Kubo: -0.89803 -19.19946 20.10246 bohr^2
D_x, D_y pair (1,3) re im: -1.31123 0.07574 0.29149 -1.29523 bohr
Abar_x, Abar_y (3,1) re im: 0.29533 -1.41629 -1.13914 0.00462 bohr
D_x, D_y pair (2,3) re im: 3.08413 -0.51384 -2.56570 -3.20472 bohr
Abar_x, Abar_y (3,2) re im: 2.05230 1.14060 -1.41987 -0.00348 bohr
Ombar_nn: -0.022207 -0.081368 0.108544 bohr^2
curl, D-A, D-D: -0.103574 -0.942149 -19.051765 bohr^2
sum, Kubo, plaquette: -20.097488 -20.097488 -20.097456 bohr^2
sum: -5.62787 angstrom^2
fractional f: 0.9 0.6 0.1 
  sum, Kubo: -10.317655 -10.317656 bohr^2
all filled: curl, Kubo to outside: 0.004970 0.004968 bohr^2
max error, mesh 2, 5, 10: 8.6e-02 2.6e-05 1.5e-06 bohr^2
A-A part of curl term: -0.000763 bohr^2
external: Wannier, Kubo: -0.102811 -0.102812 bohr^2
internal: Wannier, Kubo: -19.994677 -19.994676 bohr^2
curl of tr(f Abar), curl + D-A: -1.045723 -1.045723 bohr^2
site-centred gauge curl, D-A, D-D: -0.102798 0.052173 -20.046863 bohr^2
  sum: -20.097488 bohr^2
mixing strengths empty, occupied: 0.5 0.2 
empty state mixed: E3 shift: 0.100737 Ry
  curl, D-A, D-D: -1.399633 0.269021 -18.966875 bohr^2
sum: empty mixed, occupied mixed: -20.097488 -20.233369 bohr^2
scale of Im H(R): 1e-03 
  E2-E1, E3-E2 at K: 7.081e-06 3.301e-02 Ry
  band 1, band 2: -3.2490e+08 3.2490e+08 bohr^2
  pair sum, plaquette: -0.003343 -0.003343 bohr^2
band minima: -1.7159 -1.6825 -1.6531 Ry
band maxima: -1.6897 -1.6606 -1.6452 Ry
dense mesh: 60 x 60
insulator integrals/2pi curl, D-A, D-D: -0.004478 0.004478 -1.000000 
Chern number, plane-wave links: -1.000000 
insulator sigma_xy: 1.000000 e^2/h
  =: 38.7405 microsiemens
metal mu, kT: -1.67155 0.00200 Ry
metal integrals/2pi curl, D-A, D-D: -0.001620 0.002969 -0.505216 
curl + D-A, Fermi-surface form: 0.001349 0.001349 
metal sigma_xy: 0.503867 e^2/h
  =: 19.5200 microsiemens
```
